# Optical-phonon coupling of the J = 3/2 valence states in cubic semiconductors

Let \(\mathbf u=\mathbf u_B-\mathbf u_A\) be the uniform displacement of sublattice B relative to sublattice A in a diamond or zinc-blende crystal. This is the static pattern of a zone-centre optical phonon. The valence top is built from three real p-like orbitals \(X,Y,Z\), taken along the cubic axes, and from spin 1/2. Spin-orbit coupling splits these six states into a quartet with \(J=3/2\) and a doublet with \(J=1/2\), lower in electron energy by \(\Delta\). The operators \(J_i,L_i,S_i\) are dimensionless, energies are electron energies unless hole energies are named, and the quartet energy at \(\mathbf u=0\) is zero. The orbital coupling constant is

\[
D=\langle X|\partial H/\partial u_z|Y\rangle .
\]

To first order in \(\mathbf u\), with time-reversal symmetry and \(D|\mathbf u|\ll\Delta\), the perturbation of the quartet is

\[
H(\mathbf u)=-\frac D3\left[u_x(J_yJ_z+J_zJ_y)+u_y(J_zJ_x+J_xJ_z)+u_z(J_xJ_y+J_yJ_x)\right]. \tag{1}
\]

In III-V crystals a longitudinal optical vibration at finite wave vector also produces a long-range electric field. That polar, or Fröhlich, interaction is a separate term and is not contained in (1).

The form of (1) follows from symmetry. The sixteen independent operators on four states can be sorted by rank in \(J\): one constant, three linear operators, five quadratic ones and seven cubic ones. A term linear in \(\mathbf u\) is allowed if its three operators transform as \(u_x,u_y,u_z\) do. The tetrahedral group about an atom is generated by the cyclic rotation \(x\to y\to z\to x\) and by a quarter turn about \(z\) followed by inversion. Under the second operation a polar vector and the axial vector \(\mathbf J\) change differently:

\[
(u_x,u_y,u_z)\to(-u_y,u_x,-u_z),\qquad (J_x,J_y,J_z)\to(J_y,-J_x,J_z).
\]

Hence \(J_z\) cannot accompany \(u_z\), because one changes sign and the other does not. The squares fail too, since a half turn about \(x\), which also belongs to the group, leaves all three of them unchanged but reverses \(u_z\). The mixed products, with \(\{A,B\}=AB+BA\), change as

\[
\{J_y,J_z\}\to-\{J_z,J_x\},\quad \{J_z,J_x\}\to\{J_y,J_z\},\quad \{J_x,J_y\}\to-\{J_x,J_y\},
\]

which is the law for \(u_x,u_y,u_z\). They also permute correctly under the cyclic rotation.

The cubic operators \(\{J_x,J_y^2-J_z^2\}\) and their cyclic partners obey the same spatial law. Time reversal separates the two sets: it leaves a displacement unchanged and reverses \(\mathbf J\), so a quadratic product is even and a cubic one is odd. The cubic set therefore cannot couple to a static displacement, although symmetry would let it accompany the relative velocity \(\dot{\mathbf u}\). A numerical enumeration of all sixteen operators finds two spatially allowed sets, one even and one odd under time reversal, and identifies them with these two. One real constant thus describes the coupling.

Diamond has an additional inversion about each bond centre, which exchanges the sublattices. The new displacements are \(\mathbf u_A'=-\mathbf u_B\) and \(\mathbf u_B'=-\mathbf u_A\), so \(\mathbf u'=\mathbf u_B'-\mathbf u_A'=\mathbf u\). The relative displacement is even, as are products of \(J\), and the coupling survives.

The coefficient in (1) comes from the orbitals. Without spin, time reversal requires a real symmetric matrix in the basis \(X,Y,Z\). By the symmetry just used, \(u_z\) can join only \(X\) and \(Y\), giving

\[
H_{\rm orb}=D\left[u_x(|Y\rangle\langle Z|+|Z\rangle\langle Y|)+u_y(|Z\rangle\langle X|+|X\rangle\langle Z|)+u_z(|X\rangle\langle Y|+|Y\rangle\langle X|)\right]. \tag{2}
\]

In this basis \((L_i)_{jk}=-i\epsilon_{ijk}\). Multiplying two of these matrices and contracting the antisymmetric symbols gives

\[
(L_xL_y)_{jk}=-\sum_m\epsilon_{xjm}\epsilon_{ymk}=-(\delta_{jy}\delta_{kx}-\delta_{xy}\delta_{jk})=-\delta_{jy}\delta_{kx},
\]

because the labels \(x\) and \(y\) differ. Thus \(L_xL_y=-|Y\rangle\langle X|\), and adding the reversed product gives

\[
L_xL_y+L_yL_x=-(|X\rangle\langle Y|+|Y\rangle\langle X|). \tag{3}
\]

The symmetrized traceless products of \(L\) form a tensor of rank two. By the Wigner-Eckart theorem its projection on \(J=3/2\) is a common factor \(c\) times the same tensor built from \(J\). The stretched state \(m=3/2\), which has \(L_z=1\) and spin up, fixes the factor:

\[
\left\langle L_z^2-\tfrac13L^2\right\rangle=1-\tfrac23=\tfrac13,\qquad
\left\langle J_z^2-\tfrac13J^2\right\rangle=\tfrac94-\tfrac54=1 .
\]

Therefore \(c=1/3\), and the mixed components share it. Substituting (3) into (2) and projecting produces (1), including its minus sign.

An explicit matrix shows the spectrum. With \(J_\pm=J_x\pm iJ_y\), the difference of the squares gives \(\{J_x,J_y\}=(J_+^2-J_-^2)/(2i)\). In the order \(m=3/2,1/2,-1/2,-3/2\), the successive raising elements are \(\sqrt3,2,\sqrt3\). The element from \(m=-1/2\) to \(3/2\) is then \(2\sqrt3/(2i)=-i\sqrt3\), and the one from \(-3/2\) to \(1/2\) is the same. For the products containing \(J_z\), the element between neighbouring states is that of \(J_x\) or \(J_y\) times the sum of the two \(m\) values. This sum is \(2\), \(0\) and \(-2\) for the three neighbouring pairs. The first pair gives \(\sqrt3\) for \(\{J_z,J_x\}\) and \(-i\sqrt3\) for \(\{J_y,J_z\}\). Hence

\[
H=\begin{pmatrix}0&b&c&0\\ b^*&0&0&c\\ c^*&0&0&-b\\ 0&c^*&-b^*&0\end{pmatrix},\quad
b=-\frac{D}{\sqrt3}(u_y-iu_x),\quad c=\frac{iDu_z}{\sqrt3}, \tag{4}
\]

where \(c\) now denotes a matrix element. In \(H^2\) every diagonal element is \(|b|^2+|c|^2\). The off-diagonal ones cancel: the first row with the last column gives \(bc-cb=0\), and the second row with the third column gives \(b^*c-cb^*=0\). So

\[
H^2=\frac{D^2|\mathbf u|^2}{3}\,I,\qquad E=\pm\frac{D|\mathbf u|}{\sqrt3}. \tag{5}
\]

The trace of \(H\) vanishes, so each sign occurs twice. To first order the splitting does not depend on the direction of \(\mathbf u\), although the crystal is only cubic.

That isotropy belongs to the quartet. In the opposite limit, \(\Delta=0\), the levels follow from (2). For \(\mathbf u\) along [001] the orbitals \((X\pm Y)/\sqrt2\) have energies \(\pm D|\mathbf u|\) and \(Z\) stays at zero. Along [111] every off-diagonal element is \(t=D|\mathbf u|/\sqrt3\). The symmetric combination \((X+Y+Z)/\sqrt3\) has energy \(2t\), and the two orthogonal to it have \(-t\). The orbital levels thus differ in both spacing and degeneracy.

The leading correction at finite \(\Delta\) also depends on direction. For \(\mathbf u\) along \(+[111]\), take the axis of quantization along \(\mathbf u\). The states \(m=\pm3/2\) contain only transverse orbitals and lie at \(-t\). The quartet states \(m=\pm1/2\) are two thirds longitudinal and one third transverse, so their diagonal energy is \(\tfrac23(2t)+\tfrac13(-t)=t\). The split-off states have the opposite weights and diagonal energy \(-\Delta+\tfrac13(2t)+\tfrac23(-t)=-\Delta\). The element joining the two has magnitude \(\tfrac{\sqrt2}{3}[2t-(-t)]=\sqrt2\,t\). The upper quartet level therefore obeys \((E-t)(E+\Delta)=2t^2\), or

\[
E=\tfrac12\left[t-\Delta+\sqrt{(t+\Delta)^2+8t^2}\right]\simeq t+\frac{2t^2}{\Delta}. \tag{6}
\]

The splitting is \(E+t\), larger than \(2t\). Reversing \(\mathbf u\) changes the sign of \(t\). The repelled doublet is then the lower one, and the splitting shrinks.

For [001] the second-order shift follows from the squared coupling to the doublet. This is the projection of \(H_{\rm orb}^2=D^2u^2(1-|Z\rangle\langle Z|)\) on the quartet, less the part \(D^2u^2/3\) that stays inside it. The weight of \(Z\) is 0 for \(m=\pm3/2\) and 2/3 for \(m=\pm1/2\), so the squared coupling is \(2D^2u^2/3\) and 0 respectively. By (4), each first-order eigenstate is an equal mixture of one state of each kind. Both levels therefore move up by \(D^2u^2/(3\Delta)\), and their splitting has no second-order correction.

A bond model gives a microscopic value of \(D\). Each atom of silicon carries one s and three p orbitals, and hopping joins nearest neighbours at distance \(d\). Let \(\mathbf r=\mathbf d+\mathbf u\) be a displaced bond from A to B, and let both p-p hoppings vary as \(r^{-\eta}\). With \(F=V_{pp\sigma}-V_{pp\pi}\) at equilibrium, the zone-centre hopping between \(X\) on A and \(Y\) on B is

\[
h_{xy}=F d^{\eta}\sum_{\rm bonds} r_xr_y\,r^{-\eta-2}.
\]

Since \(\delta(r^{-\eta-2})=-(\eta+2)d^{-\eta-4}\,\mathbf d\cdot\mathbf u\), its first-order change is

\[
\delta h_{xy}=F\sum_{\rm bonds}\left[\frac{u_xd_y+u_yd_x}{d^2}-(\eta+2)\frac{d_xd_y\,\mathbf d\cdot\mathbf u}{d^4}\right].
\]

The four bonds are \(d/\sqrt3\) times \((1,1,1)\), \((1,-1,-1)\), \((-1,1,-1)\) and \((-1,-1,1)\). Each component sums to zero, which removes the first term. In the second, \(d_x^2d_y\) and \(d_xd_y^2\) also sum to zero, whereas \(d_xd_yd_z=d^3/(3\sqrt3)\) on every bond. Thus \(\delta h_{xy}=-4(\eta+2)Fu_z/(3\sqrt3\,d)\). The part proportional to \(\eta\) comes from the change of hopping strength with bond length. The 2 comes from the changed direction cosines, and it would remain if the hopping did not depend on length.

At equilibrium \(h_{xx}=\tfrac43(V_{pp\sigma}+2V_{pp\pi})\). With the rough values \(V_{pp\sigma}=4.5\) eV and \(V_{pp\pi}=-1.5\) eV this is \(+2.0\) eV, so the lower, bonding state is \((|A\rangle-|B\rangle)/\sqrt2\). Its matrix element of the change is \(-\delta h_{xy}\), and therefore

\[
D=\frac{4(\eta+2)(V_{pp\sigma}-V_{pp\pi})}{3\sqrt3\,d}. \tag{7}
\]

The s orbitals lie at other energies and affect the valence levels only from second order in \(\mathbf u\). For unlike atoms with bonding amplitudes \(c_A\) and \(-c_B\), the same step multiplies (7) by \(2c_Ac_B\). A polar bond with the same hoppings thus has a smaller \(D\), while the operator form (1) is unchanged.

For silicon take \(a_0=0.543\) nm, hence \(d=0.2351\) nm, and \(\eta=2\). Then

\[
D=\frac{4\times4\times6.0}{3\sqrt3\times0.2351}\ \frac{\rm eV}{\rm nm}=78.6\ {\rm eV/nm}=7.9\times10^8\ {\rm eV/cm}.
\]

If (5) is written as \(E=\pm d_0|\mathbf u|/a_0\), the deformation potential in that definition is \(d_0=Da_0/\sqrt3=24.6\) eV.

A displacement of 0.10 pm gives \(Du=7.86\) meV. With \(\Delta=44\) meV the ratio \(Du/\Delta\) is 0.18. Equation (5) predicts a splitting of \(2\times7.86/\sqrt3=9.07\) meV. Diagonalizing the complete 16-state bond model gives 9.03 meV along [001] and 9.90 meV along [111]. The first differs from the fourfold result by about 0.5%, in keeping with the absence of a second-order correction. The second is 9% larger. Equation (6) with \(t=4.54\) meV gives \(E=5.37\) meV and a splitting of 9.91 meV, so repulsion from the split-off doublet accounts for the excess to within about 0.01 meV. In a separate test at a displacement of \(10^{-7}\) nm, the level shifts of the 16-state model along [001], [110], [111] and one general direction agreed with (5) within \(0.002\,D|\mathbf u|\).

The same operator determines optical-phonon scattering. With the centre of mass of a cell at rest, the relative motion of two atoms of mass \(M\) has reduced mass \(\mu=M/2\). For \(N\) cells and a mode of angular frequency \(\omega\), the squared one-phonon amplitude is \(\hbar/(2N\mu\omega)\), multiplied by \(n\) for absorption or \(n+1\) for emission, where \(n\) is the phonon occupation. Assume three degenerate polarizations, no dispersion, and the zone-centre coupling for all wave vectors involved. Write \(H_\alpha=\partial H/\partial u_\alpha\), and let \(\Omega_0\) be the cell volume. Since \(N^{-1}\sum_{\mathbf k}\to\Omega_0\int d^3k/(2\pi)^3\), the golden rule gives

\[
W=\frac{2\pi}{\hbar}\,\frac{\hbar\,\Omega_0}{2\mu\omega}\left(n+\tfrac12\pm\tfrac12\right)\sum_\alpha\langle i|H_\alpha G(E_f)H_\alpha|i\rangle, \tag{8}
\]

\[
G(E)=\int\frac{d^3k}{(2\pi)^3}\sum_f\delta(E-E_{f\mathbf k})\,|f\mathbf k\rangle\langle f\mathbf k| .
\]

Here \(E\) is a hole energy and the upper sign is for emission. The matrix \(G\) contains all directions of \(\mathbf k\), so it commutes with every operation of the cubic group. The quartet is an irreducible representation of that group, and by Schur's lemma \(G\) is a multiple of unity on it, however warped the bands are. Let \(g_h\) and \(g_l\) be the heavy- and light-hole densities of states per spin state. The trace of \(G\) is \(2(g_h+g_l)\), and division by four gives \(G=\tfrac12(g_h+g_l)I\). By (5) each \(H_\alpha^2\) equals \(D^2/3\), so the sum over polarizations is \(D^2\). The last factor in (8) is \(\tfrac12D^2(g_h+g_l)\) for every initial state in the quartet. The mass density is \(\rho=2M/\Omega_0=4\mu/\Omega_0\), which turns (8) into

\[
W=\frac{2\pi D^2(g_h+g_l)}{\rho\,\omega}\left(n+\tfrac12\pm\tfrac12\right). \tag{9}
\]

If a transport model writes the prefactor as \(\pi D_{tK}^2(g_h+g_l)/(\rho\omega)\), then \(D_{tK}=\sqrt2\,D=1.1\times10^9\) eV/cm here.

Consider a 100 meV hole moving along [001] in the heavy band at 300 K. The phonon energy is 64 meV, so \(\omega=9.72\times10^{13}\) rad/s and \(n=0.092\). Emission leaves 36 meV. Rough Luttinger parameters 4.3, 0.3 and 1.4 give \(g_h+g_l=0.223+0.040=0.263\) per eV nm³, or \(1.64\times10^{45}\) J\(^{-1}\) m\(^{-3}\). In SI units \(D=1.26\times10^{-8}\) J/m, and (9) gives

\[
W_{\rm em}=\frac{2\pi(1.26\times10^{-8})^2(1.64\times10^{45})(1.092)}{2330\times9.72\times10^{13}}\ {\rm s^{-1}}\simeq7.9\times10^{12}\ {\rm s^{-1}} .
\]

Absorption leads to 164 meV, where the density of states is larger but the occupation factor is small, and its rate is \(1.4\times10^{12}\) s\(^{-1}\).

These fourfold rates are not quantitative for silicon, because the split-off states lie too close. From (2), \(\sum_\alpha H_{{\rm orb},\alpha}^2=D^2\sum_\alpha(1-|\alpha\rangle\langle\alpha|)=2D^2\), with \(H_{{\rm orb},\alpha}=\partial H_{\rm orb}/\partial u_\alpha\). Of this, \(D^2\) connects the quartet to itself, so the other \(D^2\) connects it to the doublet. A calculation with six-band final states, the same initial state and the same \(D\) raises emission to \(2.1\times10^{13}\) s\(^{-1}\) and absorption to \(5.7\times10^{12}\) s\(^{-1}\), factors of 2.7 and 4.1. These factors are sensitive to the rounded band parameters: Luttinger parameters 4.22, 0.39 and 1.44 would give about 3.2 and 4.6.

The increase in emission may seem surprising, since 36 meV lies below the split-off edge at 44 meV. At finite \(\mathbf k\), however, the heavy and light bands acquire split-off character. By cubic symmetry the six-band \(G\) is \(\alpha_4\) on the quartet and \(\alpha_2\) on the doublet, and the last factor in (8) becomes \(D^2(\alpha_4+\alpha_2)\). The total density of states is \(g_{\rm tot}=4\alpha_4+2\alpha_2\), so this factor cannot exceed \(D^2g_{\rm tot}/2\). In the fourfold model it is \(D^2g_{\rm tot}/4\). Stronger coupling alone can therefore at most double the rate. A factor of 2.7 requires the density of states to rise as well, by a factor of at least about \(2.7/2=1.35\). In fact this rise is the larger part of the effect: at 36 meV the six-band density of states is 2.3 times the fourfold one, and the coupling per state is only 1.18 times stronger. At 164 meV the two factors are 3.1 and 1.3. The heavy band flattens near [110], where its wave number at 36 meV grows from 0.71 to about 1.2 nm\(^{-1}\).

The remaining neglects can be sized too. The heavy mass is 0.27 free-electron masses along [001] and 0.67 along [111]. This warping is included in \(g_h\). In the fourfold model a single isotropic mass gives the same rate only if it is chosen to reproduce \(g_h+g_l\). The initial wave number is 0.84 nm\(^{-1}\), or 7% of \(2\pi/a_0\), but the phonon wave vector depends on the final state as well. In the six-band model it averages about 10% of \(2\pi/a_0\) for emission and 19% for absorption, where it reaches about 33%. A zone-centre coupling is therefore a reasonable first approximation for emission and a rougher one for absorption. The fourfold total rate corresponds to a broadening \(\hbar W=6\) meV. The six-band total, \(2.7\times10^{13}\) s\(^{-1}\), corresponds to about 18 meV, half of the final energy after emission, so the golden rule itself is then rough. The one-cell amplitude \(\sqrt{\hbar/(2\mu\omega)}\) is 4.8 pm, far above the static example. It does not enter (8) as a uniform displacement, since a single extended mode carries the additional factor \(N^{-1/2}\).

For real silicon, optical coupling constants used in hole-transport models are roughly several \(10^8\) to \(10^9\) eV/cm, depending on the band model and the definition. The value of \(D_{tK}\) found here is at the upper end of that range. It rests on rounded hoppings and is not a first-principles result. In a p-channel silicon transistor the isolated quartet is a poor assumption: including the split-off states changes the rates above by the factors 2.7 and 4.1. High hole density matters as well. In the fourfold band model the Fermi level reaches the band edge at \(7.8\times10^{18}\) cm\(^{-3}\); with the split-off states included this density rises to about \(1.7\times10^{19}\) cm\(^{-3}\). The final state for emission is then 20% occupied by holes, which reduces that emission rate by 20%. Strong inversion layers can be denser, and their confinement and strain also change the densities of states, an effect not sized here. Equation (9) suits nonpolar crystals with two equal atoms per cell in which \(\Delta\) is well above both the initial and the final hole energy. Germanium, with \(\Delta\) near 0.3 eV, meets this condition better than silicon, but only for low final energies. Take Luttinger parameters 13.38, 4.24 and 5.69 with \(\Delta=0.29\) eV. A 50 meV heavy hole along [001] that emits a 37 meV phonon ends at 13 meV, where the split-off states raise the rate by about 4%. If it absorbs one it ends at 87 meV, where they raise it by about 50%. These figures depend strongly on the warping: parameters 13.0, 4.4 and 5.3 would give 1% and 13%. The numerical output below gives the inputs and main results for silicon.

## Computed values

```
Td-allowed quartet couplings, any time parity: 2
  of these even / odd under time reversal: 1 / 1
Lattice constant: 0.543 nm; bond length: 0.2351 nm
On-site E_s, E_p: -5.5, 0.0 eV
Hoppings ss, sp, pp-sigma, pp-pi: -1.9, 2.5, 4.5, -1.5 eV
Hopping exponent eta: 2
Spin-orbit splitting Delta: 44 meV
Coupling D: 78.58 eV/nm = 7.858e+08 eV/cm
Deformation potential D*a0/sqrt(3): 24.63 eV
Transport constant sqrt(2)*D: 1.111e+09 eV/cm
Example displacement: 0.10 pm
  D*u: 7.858 meV; D*u/Delta: 0.179
  splitting, fourfold formula: 9.073 meV
  splitting, 16-state model, u along [001]: 9.025 meV
  splitting, 16-state model, u along [111]: 9.903 meV
Summed strength to quartet / D^2: 1.000
Summed strength to split-off / D^2: 1.000
Phonon energy: 64 meV; omega: 9.723e+13 rad/s
Temperature: 300 K; phonon occupation: 0.0918
One-cell amplitude sqrt(hbar/(2 mu omega)): 4.82 pm
Mass density from cell: 2330 kg/m^3
Luttinger parameters: 4.3, 0.3, 1.4
Heavy mass [001], [111]: 0.270, 0.667 m0
Initial hole energy: 100 meV
emission: final hole energy 36 meV
  g_heavy, g_light: 0.2229, 0.0401 per eV nm^3
  rate, fourfold formula: 7.875e+12 1/s
  rate, six-band final states: 2.135e+13 1/s; ratio 2.711
absorption: final hole energy 164 meV
  g_heavy, g_light: 0.4757, 0.0855 per eV nm^3
  rate, fourfold formula: 1.414e+12 1/s
  rate, six-band final states: 5.743e+12 1/s; ratio 4.062
Total rate, fourfold: 9.289e+12 1/s; six-band: 2.710e+13 1/s
Lifetime broadening hbar*rate, fourfold: 6.11 meV
Initial heavy-hole k along [001]: 0.842 1/nm
  k / (2 pi/a0): 0.073
Hole density with Fermi level at band edge: 7.81e+18 cm^-3
  occupation of emission final state there: 0.199
```
